\section*{Radius of a Circular Nanowire with a 50 meV Subband Separation}

\section*{Problem}

An electron of isotropic effective mass $m=0.3\,m_0$, where $m_0$ is the free-electron mass, is confined in a long circular wire of radius $R$. The potential is zero for $r<R$ and infinite for $r\ge R$; motion along the axis $z$ is free.

\begin{enumerate}
\item Find the subband energies and identify the two lowest distinct ones, with their orbital degeneracies.
\item Find the radius for which these two are separated by $\Delta E=50$ meV.
\item Take the wire to be silicon in silicon dioxide at 300 K. Estimate how a finite barrier, the real valley masses, nonparabolicity, electron charge and temperature alter the conclusion.
\end{enumerate}

\section*{Solution}

\subsection*{Separating the motion}

The potential depends on $r$ alone, so we write $\psi=e^{ikz}e^{il\phi}u(r)$. Single-valuedness under $\phi\to\phi+2\pi$ makes $l$ an integer. The Schr\"odinger equation becomes
\begin{equation}
-\frac{\hbar^2}{2m}\left(u''+\frac{u'}{r}-\frac{l^2}{r^2}u\right)
=\left(E_{\rm tot}-\frac{\hbar^2k^2}{2m}\right)u .
\end{equation}
The bracket on the right is the subband energy $E$. The axial term is the same for every subband, so the separation does not depend on $k$.

Set $E=\hbar^2q^2/2m$. Multiplying the radial equation by $ru$ and integrating by parts gives
\begin{equation}
q^2=\frac{\int_0^R\left(u'^2+l^2u^2/r^2\right)r\,dr}{\int_0^R u^2\,r\,dr},
\label{eq:ray}
\end{equation}
because the boundary term $ruu'$ vanishes at the axis and at the wall. Hence $q^2>0$. With $x=qr$,
\begin{equation}
x^2u''+xu'+(x^2-l^2)u=0 .
\end{equation}

Take $l\ge0$, since only $l^2$ enters, and try $u=\sum_k a_kx^{l+2k}$. Equating coefficients of $x^{l+2k}$ gives
\begin{equation}
\left[(l+2k)^2-l^2\right]a_k=4k(k+l)\,a_k=-a_{k-1}.
\end{equation}
With the usual normalization the solution is the Bessel function
\begin{equation}
J_l(x)=\sum_{k=0}^{\infty}\frac{(-1)^k}{k!\,(k+l)!}\left(\frac{x}{2}\right)^{l+2k}.
\end{equation}
The second solution behaves as $x^{-l}$ for $l\ge1$, which gives infinite kinetic energy, or as $\ln x$ for $l=0$, whose two-dimensional Laplacian contains a delta function on the axis. Both are excluded. The wall requires $J_l(qR)=0$, so
\begin{equation}
E_{ln}=\frac{\hbar^2j_{ln}^2}{2mR^2},
\label{eq:levels}
\end{equation}
where $j_{ln}$ is the $n$th positive zero of $J_l$.

\subsection*{Which levels are the first two?}

For given $l$, the lowest $q^2$ is the minimum of the quotient in (\ref{eq:ray}) over functions that vanish at the wall. Raising $l$ increases the quotient for every such function, so $j_{01}<j_{11}<j_{21}<\dots$.

The remaining competitor is the second $l=0$ level. Differentiating the series for $J_0$ gives
\begin{equation}
J_0'(x)=\sum_{k=1}^{\infty}\frac{(-1)^k}{k!\,(k-1)!}\left(\frac{x}{2}\right)^{2k-1}=-J_1(x).
\end{equation}
Between two zeros of $J_0$ its derivative vanishes somewhere, so $J_1$ has a zero between $j_{01}$ and $j_{02}$. Therefore $j_{11}<j_{02}$.

The lowest subband has $l=0$ and is orbitally single. The second has $l=\pm1$ and is an orbital pair. Spin doubles both counts. ``First two'' here means these two distinct energies, not two members of a degenerate pair.

\subsection*{The two zeros}

The series gives
\begin{align}
J_0(2.404)&=4.287\times10^{-4}, & J_0(2.405)&=-9.056\times10^{-5},\\
J_1(3.831)&=2.844\times10^{-4}, & J_1(3.832)&=-1.184\times10^{-4}.
\end{align}
Linear interpolation in each interval gives $j_{01}=2.40483$ and $j_{11}=3.83171$.

To see that no earlier zero has been missed, put $y=x^2/4$ and $J_1=(x/2)f(y)$. Then
\begin{equation}
-f'(y)=\frac12-\frac y6+\frac{y^2}{48}-\frac{y^3}{720}+\dots
=\frac16+\frac{(y-4)^2}{48}-\frac{y^3}{720}+\dots .
\end{equation}
For $0<y\le4$ the omitted terms alternate, decrease in size and start positive, so their sum is positive. The cubic term is at most $64/720<1/6$. Thus $f$ decreases for $0<x\le4$ and has a single zero there, which is $j_{11}$. Since $J_1>0$ below $j_{11}$, $J_0$ decreases up to that point and the zero found for it is also its first.

\subsection*{The radius}

Subtracting the two energies in (\ref{eq:levels}) and solving for the positive radius,
\begin{equation}
\Delta E=\frac{\hbar^2}{2mR^2}\left(j_{11}^2-j_{01}^2\right),
\qquad
R=\sqrt{\frac{\hbar^2\left(j_{11}^2-j_{01}^2\right)}{2m\,\Delta E}} .
\label{eq:R}
\end{equation}
With $\hbar^2/2m_0=0.0380998$ eV nm$^2$ and $j_{11}^2-j_{01}^2=8.89878$,
\begin{equation}
R=\sqrt{\frac{0.0380998\times8.89878}{0.3\times0.050}}\ \text{nm}
=\sqrt{22.60}\ \text{nm}=4.75\ \text{nm}.
\end{equation}
The diameter is 9.51 nm. The two subband energies are 32.49 and 82.49 meV above the bottom of the well.

This was tested without separating variables, by diagonalizing the kinetic energy in polynomials of $x$ and $y$ multiplied by $1-r^2/R^2$. At the calculated radius the separation was again 50 meV, and the second level was a pair.

The separation falls as $R^{-2}$ and vanishes for a wide wire. Differentiating (\ref{eq:R}) gives
\begin{equation}
\delta(\Delta E)\simeq-\frac{2\Delta E}{R}\,\delta R .
\end{equation}
To first order, a radius too large by 0.1 nm therefore lowers the separation by 2.1 meV.

\subsection*{A finite barrier}

Let the oxide have barrier height $V=3.1$ eV and electron mass $m_b=0.5\,m_0$, both rough values. For $E\ll V$ and $\kappa R\gg1$, the outside solution near the wall is approximately $e^{-\kappa(r-R)}$, with
\begin{equation}
\kappa=\frac{\sqrt{2m_bV}}{\hbar}
=\sqrt{\frac{0.5\times3.1}{0.0380998}}\ \text{nm}^{-1}=6.38\ \text{nm}^{-1}.
\end{equation}
Here $\kappa R\approx30$. We write the kinetic energy as $-\frac{\hbar^2}{2}\nabla\cdot\left(\frac1m\nabla\right)$, with $m$ taking its local value. Then $u$ and $u'/m$ are continuous at the mass step, which also conserves current, and the inside function obeys
\begin{equation}
\frac{u'(R)}{m}=-\frac{\kappa u(R)}{m_b}
\quad\Rightarrow\quad
u(R)+d\,u'(R)=0,\qquad d=\frac{m_b}{m\kappa}.
\end{equation}
The left side of the second condition is the linear extrapolation of $u$ to $R+d$. To leading order the electron sees a hard wall displaced outward by
\begin{equation}
d=\frac{0.5}{0.3\times6.38}\ \text{nm}=0.26\ \text{nm}.
\end{equation}
A 50 meV separation then needs a physical radius of about $4.75-0.26=4.49$ nm. Full matching of the inside and outside Bessel functions also gives 4.49 nm. If the radius is instead held at 4.75 nm, the separation drops to 44.9 meV.

\subsection*{Silicon valleys}

The mass 0.3 is a model parameter, not the mass of a silicon valley. Conduction valleys in silicon are ellipsoids with rough masses $0.19\,m_0$ (transverse) and $0.92\,m_0$ (longitudinal). In a wire along [100], two valleys have cross-section masses 0.19/0.19 and four have 0.19/0.92. Diagonalization at $R=4.75$ nm with hard walls gives:

\begin{itemize}
\item four valleys: first level 30.4 meV, second level 51.1 meV;
\item two valleys: first level 51.3 meV.
\end{itemize}

The lowest gap is 20.7 meV, less than half the target. With hard walls the levels at 51.1 and 51.3 meV are too close for these rough masses to settle their order; the finite barrier separates them, as shown below. Within the two valleys alone the separation is $50\times0.3/0.19=78.9$ meV.

All these hard-wall energies scale as $R^{-2}$, so the lowest gap reaches 50 meV at
\begin{equation}
R=4.754\sqrt{\frac{20.72}{50}}\ \text{nm}=3.06\ \text{nm}.
\end{equation}
This is still a hard-wall number. The wall displacement $d=m_b/m\kappa$ depends on the mass normal to the wall: 0.41 nm for $0.19\,m_0$ but 0.09 nm for $0.92\,m_0$. The two valleys, light in both directions, therefore fall most. With the barrier included at $R=3.06$ nm, the four-valley levels are about 60 and 105 meV and the two-valley first level about 96 meV. The lowest gap is then about 36 meV, and it reaches 50 meV only near $R=2.5$ nm (about 2.3 nm with the nonparabolic correction below). The valley masses move the answer by 1.7 nm and the barrier by a further 0.6 nm or so, about twice its effect at $m=0.3\,m_0$.

\subsection*{Smaller shifts of the separation}

The following estimates return to the isotropic hard-wall wire, hold $R=4.75$ nm and include one effect at a time.

\textit{Nonparabolicity.} Let $E(1+\alpha E)=\varepsilon$, where $\varepsilon$ is the parabolic energy and $\alpha=0.5$ eV$^{-1}$ is a rough value. Then
\begin{equation}
E=\frac{\sqrt{1+4\alpha\varepsilon}-1}{2\alpha}\simeq\varepsilon-\alpha\varepsilon^2 .
\end{equation}
The upper level is lowered more, and the separation becomes 47.4 meV.

\textit{Electron charge.} For $N$ electrons per unit length, with a fraction $Q(r)$ inside radius $r$, Gauss's law gives the electron potential energy
\begin{equation}
\frac{dU}{dr}=-\frac{e^2NQ(r)}{2\pi\epsilon_0\epsilon_s r}.
\end{equation}
The energy falls toward the wall. We take $N=10^6$ cm$^{-1}$, $\epsilon_s=11.7$ and the ground-subband density for all the charge. The first-order difference of $\langle U\rangle$ between the two subbands is $-3.6$ meV; diagonalization with $U$ included gives a separation of 46.5 meV. At 300 K part of the charge occupies higher subbands, and a self-consistent thermal density gives about 47.1 meV.

\textit{Image charge.} The oxide permittivity, $\epsilon_{ox}=3.9$, is below that of silicon, so the image repels the electron. For a planar interface at distance $R-r$,
\begin{equation}
U_{\rm im}=\frac{e^2}{16\pi\epsilon_0\epsilon_s(R-r)}\,
\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}} .
\end{equation}
This raises the separation to 52.1 meV. The estimate ignores wall curvature and screening by the gate. Curvature alone changes it little (52.3 meV for a cylinder in thick oxide), but a metal gate behind 1 nm of oxide reduces it to about 50.7 meV.

\subsection*{Does 50 meV isolate the first subband at 300 K?}

The thermal energy is 25.9 meV. Both subbands have the same axial mass, so in the dilute limit their populations differ by the orbital degeneracy and the Boltzmann factor:
\begin{equation}
\frac{N_2}{N_1}=2e^{-\Delta E/k_BT}=2e^{-50/25.85}=0.29 .
\end{equation}
At $N=10^6$ cm$^{-1}$, Fermi statistics in a single isotropic valley put 72\% of the electrons in the first subband and 25\% in the second. The ratio exceeds the dilute value because Pauli exclusion limits the filling of the lower subband more strongly. The wire is not in the one-subband limit.

Scattering also blurs the levels. A rough mobility $\mu=200$ cm$^2$/Vs gives $\tau=\mu m/e=34$ fs and $\hbar/\tau=19$ meV. This uses the transport time in place of the level lifetime, so it indicates a scale, not a linewidth.

\subsection*{Comparison with a gate-all-around transistor}

A silicon body several nanometres across is in the regime of gate-all-around devices, though nanosheets are flat and need a different cross-section. The chosen line density is low for a conducting transistor: divided by the circumference it is about $3\times10^{11}$ cm$^{-2}$, whereas strong inversion is roughly $10^{13}$ cm$^{-2}$. At that density, about thirty times higher, the first-order charge shift would scale to about $-0.1$ eV. This is larger in size than the separation itself, so the first-order estimate fails and a self-consistent potential is needed. At the chosen density the electrons produce a wall field of 0.16 MV/cm in the oxide, far below its rough breakdown scale of 10 MV/cm. For 1 nm of oxide the planar tunnelling factor $e^{-2\kappa t}$ is about $3\times10^{-6}$; it is a rough estimate of how far the electron density decays across the oxide, not of the gate current. At the chosen density, the assumption examined here that shifts the required radius most is the isotropic mass: replacing it by the valley masses changes the hard-wall radius from 4.75 to 3.06 nm. Adding the finite barrier to the valley masses lowers it further, to about 2.5 nm. Strain, roughness and atomistic band structure are not included in any of these numbers.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass: 0.3 m0
target separation: 50 meV
hbar^2/(2 m0): 0.0380998 eV nm2
J0(2.404): 0.0004287
J0(2.405): -9.056e-05
J1(3.831): 0.0002844
J1(3.832): -0.0001184
j01: 2.404826
j11: 3.831706
j21: 5.13562
j02: 5.52008
j11^2 - j01^2: 8.89878
ideal radius: 4.754 nm
ideal diameter: 9.508 nm
first subband energy: 32.49 meV
second subband energy: 82.49 meV
Ritz separation: 50 meV
radius error considered: 0.1 nm
linear separation change: -2.1 meV
barrier (rough): 3.1 eV
oxide mass (rough): 0.5 m0
oxide decay constant: 6.378 1/nm
outward wall shift d: 0.261 nm
separation, finite barrier: 44.88 meV
radius for target, finite barrier: 4.49 nm
silicon transverse mass (rough): 0.19 m0
silicon longitudinal mass (rough): 0.92 m0
four-valley first level: 30.42 meV
four-valley second level: 51.14 meV
two-valley first level: 51.31 meV
two-valley own separation: 78.95 meV
lowest gap of valley ladder: 20.72 meV
radius for target, valley ladder: 3.06 nm
nonparabolicity (rough): 0.5 1/eV
separation, nonparabolic: 47.36 meV
line density: 1e+06 1/cm
silicon relative permittivity: 11.7
oxide relative permittivity: 3.9
first-order charge change: -3.59 meV
separation with electron charge: 46.5 meV
separation with planar image: 52.14 meV
wall field in silicon: 0.0518 MV/cm
wall field in oxide: 0.155 MV/cm
temperature: 300 K
thermal energy: 25.85 meV
Boltzmann ratio second/first: 0.289
first subband electron share: 72.4 %
second subband electron share: 25.1 %
mobility (rough): 200 cm2/Vs
scattering time: 34.1 fs
broadening hbar/tau: 19.3 meV
oxide thickness: 1 nm
tunnelling factor exp(-2 kappa t): 2.9e-06
\end{verbatim}
